# Why a Gaussian nucleus rounds off the nuclear cusp

**Q:** With a point nucleus, an s orbital has a sharp cusp at the origin. My code offers a "finite Gaussian nucleus" instead. What does that change in the equation?

**A:** It changes the potential. I will treat one electron and a fixed nucleus in the nonrelativistic Schrödinger equation, in atomic units. The nuclear charge $Z$ is spread with density

$$\rho(r)=Z\left(\frac{\xi}{\pi}\right)^{3/2}e^{-\xi r^2},\qquad \xi=\frac{3}{2R^2}.$$

Each Cartesian coordinate has variance $1/(2\xi)$, so $\langle r^2\rangle=3/(2\xi)=R^2$, and $R$ is the rms radius.

The charge inside radius $r$ acts as if it sat at the centre, while a shell at $s>r$ contributes its charge divided by $s$. Integrating by parts, the enclosed charge is

$$Q(r)=\frac{4Z\xi^{3/2}}{\sqrt\pi}\int_0^r s^2e^{-\xi s^2}ds
=Z\left[\operatorname{erf}(\sqrt\xi\,r)-\frac{2\sqrt\xi\,r}{\sqrt\pi}e^{-\xi r^2}\right].$$

The outer shells give

$$\int_r^\infty 4\pi s\,\rho(s)\,ds=\frac{2Z\sqrt\xi}{\sqrt\pi}e^{-\xi r^2}.$$

This cancels the exponential term in $Q(r)/r$. The electron has charge $-1$, so

$$V(r)=-\frac{Z\operatorname{erf}(\sqrt\xi\,r)}{r}.$$

Since $\operatorname{erf}t=(2/\sqrt\pi)(t-t^3/3+\dots)$, the potential is finite at the centre and starts quadratically:

$$V(r)=V(0)\left(1-\frac{\xi r^2}{3}+\dots\right),\qquad V(0)=-2Z\sqrt{\frac{\xi}{\pi}}.$$

**Q:** Why should a finite potential remove the cusp? The attraction is still enormous.

**A:** What matters is how much attraction has accumulated inside a small sphere. For an s orbital the Schrödinger equation is

$$\frac{1}{r^2}\left(r^2\psi'\right)'=2(V-E)\psi .$$

Multiply by $r^2$ and integrate from the origin:

$$r^2\psi'(r)=2\int_0^r(V-E)\,\psi\,s^2\,ds. \tag{1}$$

There is no constant of integration. If $r^2\psi'$ tended to a constant $C\neq0$, then $\psi$ would behave as $-C/r$. The Laplacian of $1/r$ contains $-4\pi\delta(\mathbf r)$, and nothing else in the equation could balance that delta function.

For a point nucleus, $V=-Z/s$ dominates at small $s$, and (1) gives

$$r^2\psi'\to-2Z\psi(0)\int_0^r s\,ds=-Z\psi(0)\,r^2 .$$

Hence $\psi'(0)=-Z\psi(0)$, which is Kato's nuclear cusp condition.

For the Gaussian nucleus, $|(V-E)\psi|$ is bounded near the origin by some number $M$. Then $r^2|\psi'|\le 2Mr^3/3$, so $|\psi'|\le 2Mr/3$, which vanishes at $r=0$. The volume of the sphere shrinks as $r^3$ and its surface as $r^2$. A bounded potential cannot make up the missing power of $r$, whereas the $1/r$ singularity does.

**Q:** So the orbital is flat at the centre. How quickly does it bend away?

**A:** The bound on $\psi'$ shows that $\psi=\psi(0)+O(r^2)$, and $V=V(0)+O(r^2)$ as well. Equation (1) becomes

$$r^2\psi'=2[V(0)-E]\psi(0)\frac{r^3}{3}+O(r^5).$$

Divide by $r^2$ and integrate once more:

$$\psi(r)=\psi(0)\left[1+\frac{V(0)-E}{3}r^2+O(r^4)\right],\qquad
\frac{\psi''(0)}{\psi(0)}=\frac{2}{3}[V(0)-E]. \tag{2}$$

Here $\psi(0)\neq0$, because a regular s solution that vanishes at the origin vanishes everywhere. The factor $1/3$ comes from the three directions of space: the Laplacian at the centre is $3\psi''(0)$, and it must equal $2[V(0)-E]\psi(0)$. In the ground state $E$ lies above the bottom of the well, $V(0)$, so the curvature is negative and the orbital has a rounded maximum. The same holds for every other bound s state, with its own $E$.

**Q:** Can you put numbers on that?

**A:** Take round model values, $Z=10$ and $R=3$ fm, which is $5.669\times10^{-5}$ bohr. With $\sqrt\xi=\sqrt{1.5}/R$,

$$V(0)=-\frac{2\sqrt{1.5}}{\sqrt\pi}\,\frac{Z}{R}=-2.438\times10^5\ \text{hartree}.$$

The 1s energy is close to $-50$ hartree, so

$$\frac{\psi''(0)}{\psi(0)}=\frac23(-243770+50)=-1.625\times10^5\ \text{bohr}^{-2}.$$

The curvature of the numerically integrated orbital agrees. At $r=0.001R$ the logarithmic slope $\psi'/\psi$ is $-0.0092$ bohr$^{-1}$, while the same integration with a point nucleus gives $-10.000$ bohr$^{-1}$. The integration does not impose zero slope at the origin, so the difference comes from the potential.

**Q:** The energy hardly matters there. Why keep it in the formula?

**A:** Because for the 1s state it is negligible only when $ZR$ is small (higher s states have smaller $|E|$ and depend on it less). $|V(0)|$ is of order $Z/R$ and the 1s energy of order $Z^2$, so their ratio is governed by $ZR$. For a deliberately broad charge, $Z=1$ and $R=0.5$ bohr, the program finds $V(0)=-2.764$ and $E=-0.4315$ hartree. Equation (2) gives

$$\frac23(-2.764+0.4315)=-1.555\ \text{bohr}^{-2},$$

in agreement with the computed orbital. Leaving out $E$ would give $-1.843$ bohr$^{-2}$, which is too large in magnitude by about 18.5% of the correct value.

**Q:** Back to the small nucleus. Does the slope become $-Z$ as soon as I leave it?

**A:** No, it approaches $-Z$ gradually. Define $L=\psi'/\psi$ and assume $ZR\ll1$ and $Zr\ll1$. Two simplifications then hold in (1). First, $\psi$ may be replaced by $\psi(0)$, with a relative error of order $Zr$ at most. Second, $E$ may be dropped, with a relative error of order $|E/V|$, which is of order $ZR$ inside the nucleus and $Zr$ outside it. With $t=\sqrt\xi\,r$ and $y=\sqrt\xi\,s$,

$$L\approx-\frac{2Z}{r^2}\int_0^r s\operatorname{erf}(\sqrt\xi\,s)\,ds
=-\frac{2Z}{t^2}\int_0^t y\operatorname{erf}y\,dy .$$

Integrate by parts twice:

$$\int_0^t y\operatorname{erf}y\,dy=\frac{t^2}{2}\operatorname{erf}t-\frac1{\sqrt\pi}\int_0^t y^2e^{-y^2}dy,$$

$$\int_0^t y^2e^{-y^2}dy=-\frac t2e^{-t^2}+\frac{\sqrt\pi}{4}\operatorname{erf}t .$$

Therefore

$$L\approx-Z\,g(t),\qquad g(t)=\operatorname{erf}t-\frac{\operatorname{erf}t}{2t^2}+\frac{e^{-t^2}}{\sqrt\pi\,t}. \tag{3}$$

At small $t$, expanding the three terms in order gives

$$g\approx\frac1{\sqrt\pi}\left[2t-\left(\frac1t-\frac t3\right)+\left(\frac1t-t\right)\right]=\frac{4t}{3\sqrt\pi}.$$

This is the slope $\frac23V(0)\,r$ of equation (2) with $E$ neglected. At large $t$ the error function tends to 1 and the exponential dies, so

$$L\approx-Z\left(1-\frac1{2t^2}\right)=-Z\left(1-\frac{R^2}{3r^2}\right),\qquad R\ll r\ll\frac1Z. \tag{4}$$

The neglected terms, of relative order $Zr$, can exceed $R^2/(3r^2)$ inside this range. For the 1s state they cancel outside the nucleus, because the point-nucleus orbital $e^{-Zr}$ has slope exactly $-Z$, and (4) holds over the whole range. For higher s states they leave a drift, treated in the 2s answer below. For the $Z=10$ example, the computed 1s slope is

| $r/R$ | $L/(-Z)$ |
|---|---|
| 0.1 | 0.092 |
| 0.5 | 0.429 |
| 1 | 0.714 |
| 2 | 0.917 |
| 5 | 0.987 |
| 10 | 0.997 |

It reaches 90% of $-Z$ at $1.82R$ and 99% at $5.8R$. At $r=R$, formula (3) differs from the computed ratio by $1.2\times10^{-4}$. For a nucleus ten times larger the difference is ten times larger, as expected for a neglected term proportional to $ZR$.

**Q:** The potential outside is practically $-Z/r$ after a few radii. Why does the slope lag behind?

**A:** The potential at $r$ depends on the charge distribution, whose tail is Gaussian. The slope at $r$ depends, through (1), on everything between the origin and $r$. The finite nucleus attracts less strongly inside, and that leaves a deficit in $r^2L$ which, for the 1s state and $R\ll r\ll1/Z$, settles at a fixed value:

$$r^2(L+Z)\to2Z\int_0^\infty s\,[1-\operatorname{erf}(\sqrt\xi\,s)]\,ds=\frac{2Z}{\xi}\cdot\frac14=\frac{ZR^2}{3}.$$

The factor $1/4$ follows by parts: $\int_0^\infty y(1-\operatorname{erf}y)\,dy=\frac1{\sqrt\pi}\int_0^\infty y^2e^{-y^2}dy=\frac14$. A fixed deficit spread over a surface growing as $r^2$ gives the inverse-square approach in (4).

**Q:** How much of the orbital's peak is lost?

**A:** Continue the outer exponential, of slope $-Z$, back to $r=0$ and compare it with the true $\psi(0)$. The logarithm of their ratio is the integral of $L+Z$, which to leading order is

$$Z\int_0^\infty(1-g)\,dr=\frac Z{\sqrt\xi}\int_0^\infty\left[(1-\operatorname{erf}t)+\frac{\operatorname{erf}t}{2t^2}-\frac{e^{-t^2}}{\sqrt\pi\,t}\right]dt .$$

The first term integrates by parts to $\frac2{\sqrt\pi}\int_0^\infty te^{-t^2}dt=1/\sqrt\pi$. The other two together are the derivative of $-\operatorname{erf}t/(2t)$. That function rises from $-1/\sqrt\pi$ to zero, which adds another $1/\sqrt\pi$. With $1/\sqrt\xi=R\sqrt{2/3}$, the missing fraction is

$$2\sqrt{\frac{2}{3\pi}}\,ZR=0.921\times5.669\times10^{-4}=5.22\times10^{-4}.$$

The logarithm and the fraction coincide at this order. The integrated orbital gives $5.23\times10^{-4}$, with the tail beyond $10R$ added from (4).

**Q:** Equation (4) needs $r\ll1/Z$. What happens farther out?

**A:** For a point nucleus the 1s orbital is $e^{-Zr}$, with slope $-Z$ at every $r$. To find the deviation for the finite nucleus, use $\psi''=(L'+L^2)\psi$ in the radial equation:

$$L'+L^2+\frac{2L}{r}=2(V-E).$$

Outside the nucleus $V=-Z/r$. Set $L=-Z+\delta$ and $E=-Z^2/2+\Delta E$. The terms $Z^2$ and $-2Z/r$ appear on both sides and cancel, leaving

$$\delta'+\left(\frac2r-2Z\right)\delta+\delta^2=-2\Delta E .$$

Drop the small $\delta^2$ and multiply by $r^2e^{-2Zr}$:

$$\left(r^2e^{-2Zr}\delta\right)'=-2\Delta E\,r^2e^{-2Zr}.$$

For a bound state $\delta$ stays finite at large $r$, so the bracket vanishes there. Integrating from $r$ to infinity,

$$r^2e^{-2Zr}\delta=2\Delta E\int_r^\infty s^2e^{-2Zs}ds=2\Delta E\,\frac{e^{-2Zr}}{4Z^3}\left(1+2Zr+2Z^2r^2\right).$$

For $Zr\ll1$ this gives $\delta\approx\Delta E/(2Z^3r^2)$, which must match $ZR^2/(3r^2)$ from (4). Hence, to leading order in $ZR$,

$$\Delta E=\frac23Z^4R^2,\qquad \delta=\frac{ZR^2}{3r^2}\left(1+2Zr+2Z^2r^2\right).$$

At large $r$ the deviation levels off at $2Z^3R^2/3$, because the slightly weaker binding makes the orbital decay slightly more slowly. In the example $\Delta E=2.14\times10^{-5}$ hartree, and at $r=1$ bohr $\delta=2.4\times10^{-6}$ bohr$^{-1}$, against a slope of $-10$ bohr$^{-1}$.

**Q:** Is the 2s orbital different?

**A:** It has the same inner behaviour, plus a drift that a point nucleus also produces. The point-nucleus orbital $(1-Zr/2)e^{-Zr/2}$ has

$$L=-\frac Z2-\frac{Z/2}{1-Zr/2}\approx-Z-\frac{Z^2r}{4}.$$

At $r=5R$ this should raise $L/(-Z)$ by $Zr/4=7.1\times10^{-4}$ relative to 1s. Integrating outward at the point-nucleus 2s energy gives $0.98731$, against $0.98660$ for 1s, which is that difference. The drift $Zr/4$ overtakes the finite-size term $R^2/(3r^2)$ of (4) at $r^3=4R^2/(3Z)$, about $13R$ in the example. Beyond that radius the 2s slope is steeper than $-Z$, so (4) alone describes 2s only close to the nucleus.

**Q:** Is this what an electron really does inside a nucleus?

**A:** No. In the example $|V(0)|$ is about 13 times $mc^2$, so a nonrelativistic treatment has no physical validity there. The curvature and slope profile found here are results of the Schrödinger model with a Gaussian nucleus, and a realistic description needs the Dirac equation. This limit reaches far outside the nucleus. The large component of the point-nucleus Dirac 1s orbital is $r^{\gamma-1}e^{-Zr}$ with $\gamma=\sqrt{1-(Z/c)^2}$, so its slope is $-Z-(1-\gamma)/r$. For $Z=10$ that is about $1.9$ times $-Z$ at $5R$ and $1.5$ times at $10R$, and it comes within 1% of $-Z$ only beyond about $470R$. The energy shift is much less affected: a first-order estimate with the Dirac density gives $2.24\times10^{-5}$ hartree, about 5% above the value found here. Within the model, the numerical check checks the curvature, the slope and the energy shift against direct integration of the radial equation.

## Computed results

```
small nucleus: Z = 10, R = 3.0 fm
R = 5.66918e-05 bohr
Z R = 5.6692e-04 (dimensionless)
V(0) = -2.43770e+05 hartree
|V(0)|/(m c^2) = 12.98
E(1s) = -49.9999786 hartree
psi''(0)/psi(0), orbital = -1.62480e+05 bohr^-2
psi''(0)/psi(0), formula = -1.62480e+05 bohr^-2
slope at 0.001 R, Gaussian = -0.00921 bohr^-1
slope at 0.001 R, point = -10.00000 bohr^-1
r/R, slope/(-Z) computed, leading-order formula:
    0.1  0.09184  0.09186
    0.5  0.42862  0.42870
    1.0  0.71382  0.71394
    2.0  0.91664  0.91675
    3.0  0.96287  0.96296
    5.0  0.98660  0.98667
   10.0  0.99663  0.99667
formula error at r = R: 1.226e-04
formula error at r = R, nucleus 10x larger: 1.228e-03
slope/(-Z) at 5 R, 2s energy: 0.98731
50 percent of -Z reached at r/R = 0.601
90 percent of -Z reached at r/R = 1.824
99 percent of -Z reached at r/R = 5.790
initial linear slope law meets -Z at r/R = 1.0856
missing tip, computed = 5.2270e-04 (fraction of psi(0))
missing tip, formula = 5.2231e-04
r (bohr), 1s slope + Z computed, formula (bohr^-1):
  5.6692e-04  3.3681e-02  3.3713e-02
  1.0000e-02  1.3057e-04  1.3070e-04
  1.0000e-01  5.3513e-06  5.3566e-06
  1.0000e+00  2.3653e-06  2.3676e-06
energy shift, computed = 2.1405e-05 hartree
energy shift, formula = 2.1426e-05 hartree
broad nucleus: Z = 1, R = 0.5 bohr
V(0) = -2.76395 hartree
E(1s), matching = -0.43151 hartree
E(1s), grid = -0.43151 hartree
psi''(0)/psi(0), orbital = -1.55496 bohr^-2
2(V(0)-E)/3 = -1.55496 bohr^-2
2 V(0)/3, E left out = -1.84264 bohr^-2
```
